Let electrons occupy an orthogonal atomic basis $|i\alpha\rangle$, with $i$ the atom and $\alpha$ the orbital, and let every atom be required to hold its neutral number of valence electrons. Minimising the tight-binding energy under this requirement gives the tight-binding bond model,

$$
E=\sum_{i\ne j}\sum_{\alpha\beta}\Theta_{i\alpha,j\beta}H_{j\beta,i\alpha}
+\sum_{i\alpha}(2\rho_{i\alpha,i\alpha}-N_{i\alpha})\varepsilon_{i\alpha}+E_{\rm rep}.
\tag{1}
$$

Here $\rho$ is the density matrix for one spin, $\Theta=2\rho$ is the bond-order matrix, $H_{j\beta,i\alpha}$ is a hopping integral, $\varepsilon_{i\alpha}$ is a free-atom level and $N_{i\alpha}$ its free-atom occupation. The three terms are the bond, promotion and repulsive energies. Neutrality is enforced by one on-site shift $\Delta_i$ per atom. These shifts are Lagrange multipliers, and they are also the limits of the Hubbard potentials $U(q_i-N_i)$ as $U\to\infty$. The force conjugate to a nuclear coordinate $R$ is

$$
F=-\sum_{i\ne j}\sum_{\alpha\beta}\Theta_{i\alpha,j\beta}
\frac{\partial H_{j\beta,i\alpha}}{\partial R}-\frac{\partial E_{\rm rep}}{\partial R}.
\tag{2}
$$

Its electronic part contains interatomic bond orders and hopping gradients, with no derivative of $\rho$ or $\Delta_i$. This holds for real orbitals, equal spin populations and on-site levels independent of geometry.

The starting energy comes from density-functional theory. Write the density as $n=n_0+\delta n$, where $n_0$ superposes neutral atoms, and expand the Hartree and exchange-correlation energy $G[n]$ to second order:

$$
G[n]\simeq G[n_0]+\int v_0\,\delta n+\tfrac12\iint K\,\delta n\,\delta n',
\qquad v_0=\left.\frac{\delta G}{\delta n}\right|_{n_0}.
$$

Since $\int v_0\delta n=\int v_0n-\int v_0n_0$, the term $\int v_0n$ joins the kinetic and external-potential energies to give $2\,{\rm Tr}\,\rho H^0$, where $H^0$ is the Hamiltonian of the superposed atoms. The terms $G[n_0]-\int v_0n_0$ and the nuclear repulsion do not depend on $\rho$. Subtracting the free atoms removes $\sum N_{i\alpha}\varepsilon_{i\alpha}$ and their own double-counting terms. What remains independent of $\rho$ is modelled by a pair repulsion $E_{\rm rep}$. Replacing $\delta n$ by atomic monopoles gives

$$
E=2\,{\rm Tr}\,\rho H^0-\sum_{i\alpha}N_{i\alpha}\varepsilon_{i\alpha}
+\tfrac12\sum_{ij}\gamma_{ij}\delta q_i\delta q_j+E_{\rm rep},
\tag{3}
$$

$$
q_i=2\sum_\alpha\rho_{i\alpha,i\alpha},\qquad N_i=\sum_\alpha N_{i\alpha},\qquad \delta q_i=q_i-N_i .
$$

The pair form of $E_{\rm rep}$, the orthogonal basis and the diagonal on-site blocks $H^0_{i\alpha,i\beta}=\varepsilon_{i\alpha}\delta_{\alpha\beta}$ are model assumptions, not consequences of the expansion.

Now impose $\delta q_i=0$ on every atom. The Coulomb term vanishes. Separating the trace into its diagonal and off-diagonal parts,

$$
2\,{\rm Tr}\,\rho H^0=2\sum_{i\alpha}\rho_{i\alpha,i\alpha}\varepsilon_{i\alpha}
+\sum_{i\ne j}\sum_{\alpha\beta}2\rho_{i\alpha,j\beta}H_{j\beta,i\alpha},
$$

turns (3) into (1). Each pair of atoms occurs twice in the last sum, once in each order. Neutrality fixes the total on each atom but leaves electrons free to move between its orbitals, which is why a promotion energy remains.

To find $\rho$, use a small electronic temperature $T$, so that level crossings cause no difficulty. The quantity to minimise is then the free energy

$$
A[\rho]=2\,{\rm Tr}\,\rho H^0+2k_BT\,{\rm Tr}\left[\rho\ln\rho+(1-\rho)\ln(1-\rho)\right],
\tag{4}
$$

whose second term is $-TS$; the factor 2 counts spin. The constants and $E_{\rm rep}$ play no part in this minimisation. Attach a multiplier to each neutrality condition and form

$$
L=A[\rho]+\sum_i\Delta_i(q_i-N_i)-\mu\Big(2\,{\rm Tr}\,\rho-\sum_iN_i\Big).
$$

The last constraint follows from the others, so adding a constant to all $\Delta_i$ and to $\mu$ changes nothing. I fix the constant by $\sum_i\Delta_i=0$. Let $\Delta$ also denote the diagonal matrix with entry $\Delta_i$ on every orbital of atom $i$; then $\sum_i\Delta_i\delta q_i=2\,{\rm Tr}\,\Delta\,\delta\rho$ for a variation $\delta\rho$. Using $\delta\,{\rm Tr}\,g(\rho)={\rm Tr}\,g'(\rho)\delta\rho$,

$$
\delta L=2\,{\rm Tr}\,\delta\rho\left[H^0+\Delta-\mu+k_BT\ln\frac{\rho}{1-\rho}\right].
$$

This vanishes for every symmetric $\delta\rho$ only if the bracket is zero. Solving for $\rho$ gives

$$
\rho=\frac{1}{1+\exp[(H^0+\Delta-\mu)/k_BT]} .
\tag{5}
$$

The multipliers therefore act as rigid shifts of the on-site levels, one per atom. The first term of (4) is linear in $\rho$, the second is strictly convex, and the constraints are linear, so the stationary point is the unique global minimum. It exists when $0<N_i<2m_i$, with $m_i$ the number of orbitals on atom $i$: a neutral $\rho$ with eigenvalues between 0 and 1 is then available, and the infinite slope of the entropy at 0 and 1 keeps the minimum away from those limits. Equation (5) also determines $\Delta_i-\mu$ uniquely from $\rho$.

The shifts have a direct energetic meaning. Let $W(\delta q)$ be the minimum of $A$ when the atomic populations are held at $N_i+\delta q_i$, with $\sum_i\delta q_i=0$. By (5), a change of $\rho$ about the neutral solution changes $A$ by

$$
dA=2\,{\rm Tr}\,(\mu-\Delta)\,d\rho=\sum_i(\mu-\Delta_i)\,dq_i=-\sum_i\Delta_i\,dq_i,
\tag{6}
$$

where the last step uses conservation of the total charge. Moving charge from atom $i$ to atom $j$ thus costs $\Delta_i-\Delta_j$ per electron, to first order. Since $W$ is convex, it lies above its tangent at neutrality: $W(\delta q)\ge W(0)-\sum_i\Delta_i\delta q_i$. For the charges $\delta q^0$ of the unconstrained minimum, $W(\delta q^0)\le W(0)$, so $\sum_i\Delta_i\delta q_i^0\ge0$. Taken together, the shifts oppose the charge transfer that would otherwise occur. For two atoms this means that the one gaining electrons receives the positive shift; with more atoms the sign of an individual $\Delta_i$ need not follow that of $\delta q_i^0$.

Compare this with a finite Hubbard repulsion, $\gamma_{ij}=U\delta_{ij}$. The free energy is now

$$
A_U=\min_{\delta q}\Big[W(\delta q)+\tfrac U2\sum_i\delta q_i^2\Big].
\tag{7}
$$

Stationarity with respect to $\rho$ again gives (5), with $U\delta q_i$ in place of $\Delta_i$. These potentials already sum to zero, since the total charge is fixed. To see that they stay finite, let $A_0$ be the minimum of $A$ without any neutrality condition and $A_\infty=W(0)$ the neutral minimum. The neutral density matrix is admissible in (7) and carries no penalty, so $A_U\le A_\infty$. Since also $W\ge A_0$,

$$
\tfrac U2\sum_i\delta q_i^2\le A_\infty-A_0 .
$$

The right side is independent of $U$, so $\delta q_i\to0$. At the minimum of (7) the potential $U\delta q_i$ equals minus the slope of $W$ at $\delta q$, up to a common constant. As $\delta q\to0$ this slope tends continuously to its value at neutrality, which by (6) is $-\Delta_i$. Hence

$$
\lim_{U\to\infty}U\delta q_i=\Delta_i .
\tag{8}
$$

The charge vanishes as $1/U$ while its product with $U$ survives. For the rate of approach, expand $W$ with its positive curvature matrix $\kappa$:

$$
W=A_\infty-\sum_i\Delta_i\delta q_i+\tfrac12\sum_{ij}\kappa_{ij}\delta q_i\delta q_j+\cdots .
$$

To leading order $\delta q_i=\Delta_i/U$. The linear term then contributes $-\sum\Delta_i^2/U$ and the penalty contributes $+\sum\Delta_i^2/(2U)$. An error of order $U^{-2}$ in $\delta q$ affects the minimum value only at order $U^{-3}$, so through second order

$$
A_U=A_\infty-\frac{1}{2U}\sum_i\Delta_i^2+\frac{1}{2U^2}\sum_{ij}\kappa_{ij}\Delta_i\Delta_j+O(U^{-3}).
\tag{9}
$$

An intersite Coulomb matrix $C_{ij}$ that stays bounded as $U$ grows does not alter the limit. It adds $\sum_jC_{ij}\delta q_j=O(1/U)$ to the potential on atom $i$.

For the forces, differentiate $A$ along the path on which neutrality is maintained:

$$
\frac{dA}{dR}=2\,{\rm Tr}\,\rho\frac{\partial H^0}{\partial R}
+\left[2\,{\rm Tr}\,H^0\frac{d\rho}{dR}-T\frac{dS}{dR}\right].
\tag{10}
$$

The bracket is the change of $A$ caused by $\rho$ alone. By (6) it equals $-\sum_i\Delta_i\,dq_i/dR$, and this is zero because each $q_i$ stays at $N_i$. The on-site elements of $H^0$ do not depend on $R$, so the remaining trace runs over $i\ne j$. Adding the repulsion gives (2). At $T>0$ the force belongs to the free energy $E-TS$; if a gap remains as $T\to0$, the entropy vanishes and it becomes the derivative of $E$.

The promotion energy does change when an atom moves. Its change is contained in the bracket of (10), where it cancels against the change of bond energy due to the altered bond orders and against $-T\,dS$. It must not be added as a separate force.

The shifted eigenvalues $\epsilon_n$, with occupations $f_n$ per spin, need similar care. Their sum is $2\sum_nf_n\epsilon_n=2\,{\rm Tr}\,\rho(H^0+\Delta)$. Subtracting free-atom levels shifted by the same amounts gives

$$
2\sum_nf_n\epsilon_n-\sum_{i\alpha}N_{i\alpha}(\varepsilon_{i\alpha}+\Delta_i)
=E_{\rm bond}+E_{\rm prom}+\sum_i\Delta_i\delta q_i .
\tag{11}
$$

Under neutrality the last term is absent. The band free energy $B=2\sum_nf_n\epsilon_n-TS$, however, equals $A+\sum_iN_i\Delta_i$, so that

$$
-\frac{dB}{dR}=-\frac{dA}{dR}-\sum_iN_i\frac{d\Delta_i}{dR}.
\tag{12}
$$

The extra term is not a force: it depends on the constant chosen for the shifts. If the shifts are frozen during the differentiation it disappears, and the response of $\rho$ contributes $\mu\,d(\sum_iq_i)/dR=0$. The derivative of $B$ then gives the electronic force correctly.

As an example take a bent molecule X1–M–X2 with one s and three p orbitals per atom. The s and p levels are $-14$ and $-5$ eV on X, and $-8$ and $-1$ eV on M. The valences are 6, 4 and 6, with free-atom configurations s²p⁴ and s²p², the p electrons being spread equally over the three orbitals. At $r_0=2.0$ Å the hoppings are $V_{ss\sigma}=-2.0$, $V_{sp\sigma}=2.5$, $V_{pp\sigma}=3.0$ and $V_{pp\pi}=-1.0$ eV; all vary as $r^{-2}$. Each pair repels with energy $4.0\,(r_0/r)^4$ eV. The bonds are M–X1 = 1.9 Å and M–X2 = 2.2 Å, the angle is 120°, and $k_BT=0.1$ eV. These are round model parameters for no particular substance. The Hamiltonian is diagonalised numerically, and a root finder adjusts the shifts until the atoms are neutral.

Without shifts the populations of X1, M and X2 are 6.75, 2.32 and 6.93: M has lost 1.68 electrons to its neighbours, whose levels are deeper. Neutrality requires

$$
\Delta_{X1}=0.760,\qquad \Delta_M=-1.792,\qquad \Delta_{X2}=1.031\ \text{eV}.
$$

The levels of X are raised and those of M lowered. By (6), moving further charge from X1 to M costs $0.760+1.792=2.552$ eV per electron.

Solving the self-consistent problem at finite $U$ shows the approach to this limit. At $U=10$ eV the population error on M is $-0.1613$, and its potential is $10\times(-0.1613)=-1.613$ eV, 10% smaller in magnitude than the neutral value. At $U=1000$ eV the error is $-0.00179$ and the potential is $-1.790$ eV. Equation (9) predicts that $U(A_\infty-A_U)$ tends to $\tfrac12\sum\Delta_i^2=2.426$ eV². The computed values are 2.185, 2.400 and 2.423 eV² at $U=10$, 100 and 1000 eV. The shortfalls at the last two, 0.026 and 0.003 eV², fall by about ten, as the curvature term requires. At $U=10$ eV the mismatch $\sum\Delta_i\delta q_i=U\sum\delta q_i^2$ in (11) is 0.394 eV. This is twice the Hubbard energy $\tfrac U2\sum\delta q_i^2$, so half of it must be subtracted from the left side of (11) to obtain the electronic energy at finite $U$.

With neutrality imposed, the energy relative to the chosen free-atom configurations is

$$
E=-19.048+1.962+8.044=-9.042\ \text{eV},
$$

for bond, promotion and repulsion in that order. The gap between the eighth and ninth levels is 0.28 eV, less than three times $k_BT$, and $TS$ is 0.27 eV. The free energy whose slope gives the force is therefore $-9.31$ eV on the same energy zero.

The X1–M bond can be followed orbital by orbital. Put M at the origin and X1 on the positive $x$ axis. The hoppings at 1.9 Å are those at 2.0 Å times $(2.0/1.9)^2=1.108$. The vector from X1 to M points along $-x$, so the hopping from s on X1 to $p_x$ on M is $-2.770$ eV, and that from $p_x$ on X1 to s on M is $+2.770$ eV. The bond orders, first orbital on X1, are 0.056 (s–s), 0.262 (s–$p_x$), $-0.241$ ($p_x$–s), $-0.867$ ($p_x$–$p_x$), 0.390 ($p_y$–$p_y$) and 0.680 ($p_z$–$p_z$). The other elements multiply zero hoppings. Grouping the two π terms,

$$
\begin{aligned}
E_{X1,M}=2[&0.056(-2.216)+0.262(-2.770)-0.241(2.770)\\
&-0.867(3.324)+1.070(-1.108)]=-11.17\ \text{eV}.
\end{aligned}
$$

The factor 2 counts the two orders of the pair. The negative $p_x$–$p_x$ bond order is bonding, because its hopping is positive. This σ term supplies about half of the pair energy and the two π terms about a fifth. The pairs M–X2 and X1–X2 contribute $-7.00$ and $-0.87$ eV.

Moving X1 along $x$ leaves the direction of the X1–M bond unchanged, and each of its hoppings has slope $-2V/r$. Equation (2) then gives the bond force on X1 from M as

$$
F_x=\frac{2E_{X1,M}}{r}=\frac{2(-11.174)}{1.9}=-11.76\ \text{eV/Å}.
$$

The pair X1–X2 adds $-0.43$ eV/Å, and the repulsions from both neighbours add $+10.72$ eV/Å. The total $x$ component is $-1.47$ eV/Å, or $-2.36$ nN, so X1 is pulled towards M along the bond. A transverse component of 0.66 eV/Å, directed to the side of X2, acts to close the angle.

The size of the terms that (2) avoids follows from central differences, with the shifts solved again at each displaced geometry. The promotion energy has $-dE_{\rm prom}/dx=+2.30$ eV/Å, larger in magnitude than the total $x$ force; including it separately would reverse the sign of that component. The band free energy has $-dB/dx=-12.79$ eV/Å, whereas the electronic force is $-12.19$ eV/Å. The difference, $-0.60$ eV/Å, is the shift term in (12). Because the shifts sum to zero and the valences are 6, 4 and 6, $\sum_iN_i\Delta_i=-2\Delta_M$, and the term equals $2\,d\Delta_M/dx$. Had all valences been equal, it would have vanished in this convention.

Neutrality is not what gives the hopping force its bond-order form. With a geometry-independent $U$ the density matrix is still variational, and the same expression holds at finite $U$. What neutrality removes is the electrostatic force. For a matrix $\gamma_{ij}(R)$ the additional force is

$$
F_{\rm C}=-\tfrac12\sum_{ij}\delta q_i\delta q_j\frac{\partial\gamma_{ij}}{\partial R},
$$

which is of order $U^{-2}$ for large on-site $U$. In the example, $U=20$ eV with intersite terms $e^2/(4\pi\epsilon_0R_{ij})$ gives an $x$ force on X1 of $-12.14$ eV/Å from the bond orders and $-0.03$ eV/Å from the charges, before repulsion.

Dissociation shows a second limit. When the hoppings vanish, each atom must keep its own partly filled p shell, whose occupation per spin orbital is $f=2/3$ on X and $1/3$ on M. Equation (5) gives $\varepsilon_p+\Delta_i-\mu=k_BT\ln[(1-f)/f]$, which is $-k_BT\ln2$ for X and $+k_BT\ln2$ for M. Subtracting the two conditions,

$$
\Delta_X-\Delta_M=\varepsilon_p^M-\varepsilon_p^X-2k_BT\ln2=4\ \text{eV}-2k_BT\ln2 .
$$

The shifts align the open shells, up to the thermal term, and the molecule separates into neutral atoms. The unshifted Hamiltonian would instead transfer the p electrons of M to X, whose p level is 4 eV lower. The s shells lie at least 7 eV below the p shells, so their depletion is exponentially small at this temperature. Bond and promotion energies then go to zero, apart from that depletion. The entropy of the open shells remains, so a binding free energy would need free atoms at the same $T$ as its reference.

The limits of the force formula follow from the same derivation. If neighbours change the on-site levels, $2\sum\rho_{i\alpha,i\alpha}\,\partial\varepsilon_{i\alpha}/\partial R$ survives in (10), and on-site populations enter the force. In a nonorthogonal basis with overlap matrix $O$, the population $q_i=2\sum_\alpha(\rho O)_{i\alpha,i\alpha}$ depends explicitly on geometry. The shifts then couple to $\rho O$, and holding $q_i$ fixed gives $2\,{\rm Tr}\,\Delta\,d\rho\,O=-2\,{\rm Tr}\,\Delta\,\rho\,dO$, which in general does not vanish. Overlap gradients therefore appear in the force, in addition to those that come from keeping the eigenvectors normalised with respect to $O$. Finally, the neutral model has no electrostatic energy between charged atoms. It suits systems in which screening keeps atomic charges small, and it omits an essential part of the cohesion where stable ionic charges produce it.
